\section*{The recoil term missed by the reduced-mass Dirac formula for hydrogen}

If the electron mass $m$ in the Dirac formula is replaced by the reduced mass $\mu=mM/(m+M)$, a recoil term of order $(Z\alpha)^4m^2c^2/M$ is missed. Through order $(Z\alpha)^4$, and for a point nucleus without radiative and hyperfine terms, which are separate contributions, the ground level of hydrogen comes out too high by $3.6\times10^{-9}$ hartree, or 24 MHz, and the $1s$--$2s$ interval too small by 22 MHz. The replacement is exact in the Schr\"odinger problem, because $p^2/2m+p^2/2M=p^2/2\mu$. The relativistic corrections contain the two masses in other combinations, and a moving nucleus produces a magnetic field that a fixed one does not. For $1s$ the error is as large as the whole effect: the replacement predicts a recoil shift of order $(Z\alpha)^4m^2/M$, and the true shift at that order is zero.

\section{What the replacement predicts}

Hartree atomic units with Gaussian fields are used, so $c=1/\alpha$ and the electron has charge $-1$; its mass $m=1$ is written out where it must be told apart from $\mu$. The nucleus is a point of charge $Z$ and mass $M\gg m$, and $\zeta=Z\alpha=Z/c$. For a fixed nucleus the Dirac energy is $\varepsilon=mc^2f$,
\begin{equation}
f=\Big[1+\frac{\zeta^2}{(n-|\kappa|+\gamma)^2}\Big]^{-1/2},\qquad \gamma=\sqrt{\kappa^2-\zeta^2},
\end{equation}
with $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. Since $\gamma\simeq|\kappa|-\zeta^2/2|\kappa|$, the second term in the bracket is $y\simeq(\zeta^2/n^2)(1+\zeta^2/n|\kappa|)$, and $(1+y)^{-1/2}\simeq1-y/2+3y^2/8$ gives
\begin{equation}
f=1-\frac{\zeta^2}{2n^2}-\frac{\zeta^4}{2n^3}\Big(\frac1{|\kappa|}-\frac{3}{4n}\Big)+O(\zeta^6).
\label{expand}
\end{equation}
The replacement asserts that the binding energy is $\mu c^2(f-1)$. That is the spectrum of a Dirac particle of mass $\mu$ in a fixed Coulomb field, so its $\zeta^4$ part is the first-order value, in eigenstates of $H_0=p^2/2\mu-Z/r$, of the Pauli terms (kinetic, Darwin, spin--orbit) with mass $\mu$:
\begin{equation}
\delta H_\mu=-\frac{p^4}{8\mu^3c^2}+\frac{\pi Z}{2\mu^2c^2}\delta^3(\mathbf r)+\frac{Z}{2\mu^2c^2r^3}\mathbf L\cdot\mathbf s .
\label{recipe}
\end{equation}

\section{The operator for a moving nucleus}

In the centre-of-mass frame the electron has momentum $\mathbf p$, the nucleus has $-\mathbf p$ and velocity $\mathbf V=-\mathbf p/M$, and $\mathbf r=r\mathbf n$ points from nucleus to electron. Terms are kept through $1/c^2$ and to first order in $1/M$. Radiative corrections are dropped, so $g=2$. The hyperfine interaction is also of order $\zeta^4m^2/M$, but it is linear in the nuclear spin, whose trace vanishes, so in first order it leaves the centre of gravity of each hyperfine multiplet unchanged; the energies here refer to that centre.

In Coulomb gauge the scalar potential $Z/r$ is instantaneous. The vector potential must have zero divergence and, to lowest order in $V/c$, the Biot--Savart curl $Z\,\mathbf V\times\mathbf r/cr^3$. These conditions and decay at infinity fix it uniquely, and they are met by
\begin{equation}
\mathbf A=\frac{Z}{2c}\Big[\frac{\mathbf V}{r}+\frac{\mathbf r\,(\mathbf r\cdot\mathbf V)}{r^3}\Big],\qquad A_i=\frac{Z}{2c}t_{ij}V_j,\quad t_{ij}=\frac{\delta_{ij}+n_in_j}{r}.
\end{equation}
For the divergence, the first term in the bracket gives $-\mathbf r\cdot\mathbf V/r^3$ and the second gives $(3+1-3)\,\mathbf r\cdot\mathbf V/r^3$, from differentiating $\mathbf r$, $\mathbf r\cdot\mathbf V$ and $r^{-3}$ in turn; the sum is zero. For the curl, the first gives $\nabla(1/r)\times\mathbf V=\mathbf V\times\mathbf r/r^3$, and the second gives $\nabla[(\mathbf r\cdot\mathbf V)r^{-3}]\times\mathbf r=\mathbf V\times\mathbf r/r^3$, because the part of the gradient along $\mathbf r$ drops out; the sum cancels the factor $\frac12$. The derivatives grow only as $r^{-2}$, which is integrable, so no delta function is hidden at the origin.

The electron couples to this field through $(\mathbf p+\mathbf A/c)^2/2m$ and through its moment, $\mathbf s\cdot\mathbf B/mc$. The coupling is counted once. At fixed momenta the static magnetic energy $\int B^2/8\pi-\int\mathbf j\cdot\mathbf A/c$ has the stationary value $-\int\mathbf j\cdot\mathbf A/2c$, and its two equal cross terms between electron and nucleus add up to the electron current times the field of the nucleus. With $\mathbf V=-\mathbf p/M$,
\begin{align}
\frac{\mathbf A\cdot\mathbf p}{mc}&=-\frac{Z}{2mMc^2}W,\qquad W=p_i\,t_{ij}\,p_j,\\
\frac{\mathbf s\cdot\mathbf B}{mc}&=\frac{Z}{mc^2r^3}\,\mathbf s\cdot\Big(-\frac{\mathbf p}{M}\times\mathbf r\Big)=\frac{Z}{mMc^2r^3}\mathbf L\cdot\mathbf s .
\end{align}
Zero divergence means $\partial_it_{ij}=0$, so $p_it_{ij}=t_{ij}p_i$ and the order of operators in $W$ is immaterial. The Pauli terms of the electron in the Coulomb field contain the electron's own mass, and the correction $-p^4/8M^3c^2$ of the nucleus is beyond first order in $1/M$. The two leading kinetic energies combine into $H_0$, and the perturbation is
\begin{equation}
\delta H=-\frac{p^4}{8m^3c^2}+\frac{\pi Z}{2m^2c^2}\delta^3(\mathbf r)+\frac{Z}{c^2r^3}\Big(\frac1{2m^2}+\frac1{mM}\Big)\mathbf L\cdot\mathbf s-\frac{ZW}{2mMc^2}.
\label{true}
\end{equation}
What is left out can be sized by counting powers, with $p\sim Z$ and $r\sim1/Z$, so that the retained $1/M$ terms are of size $Z^4\alpha^2/M$. Retardation of the magnetic field is governed by the ratio of an atomic frequency, $Z^2$, to $c/r\sim cZ$, which is $\zeta$. The term $A^2/2mc^2$ carries $1/M^2$. The square of the electron's field acting on the nucleus carries $1/c^4$. None of these enters at order $\zeta^4m^2c^2/M$.

Both \eqref{recipe} and \eqref{true} act in eigenstates of the same $H_0$, so the error of the replacement is the average of $\Delta=\delta H-\delta H_\mu$. From $1/\mu=1/m+1/M$,
\begin{equation}
\frac1{\mu^2}=\frac1{m^2}+\frac{2}{mM}+\dots,\qquad \frac1{\mu^3}=\frac1{m^3}+\frac{3}{m^2M}+\dots
\end{equation}
The spin--orbit coefficient $1/2\mu^2=1/2m^2+1/mM+\dots$ equals that of \eqref{true}, and the term cancels. The kinetic terms leave $-\frac18(m^{-3}-\mu^{-3})=+3/8m^2M$, and the Darwin terms leave $\frac12(m^{-2}-\mu^{-2})=-1/mM$:
\begin{equation}
\Delta=\frac{3p^4}{8m^2Mc^2}-\frac{\pi Z}{mMc^2}\delta^3(\mathbf r)-\frac{ZW}{2mMc^2}.
\label{Delta}
\end{equation}
Since $\Delta$ already carries $1/M$, it may be averaged over states with $\mu=m=1$.

\section{The counter-example: $1s$ of hydrogen}

For $Z=1$ the state is $\psi=\pi^{-1/2}e^{-r}$ with $E=-\frac12$. From $\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}$ follow $\langle r^{-1}\rangle=4\cdot\frac14=1$ and $\langle r^{-2}\rangle=4\cdot\frac12=2$. The Schr\"odinger equation gives $p^2\psi=2(E+1/r)\psi=(2/r-1)\psi$, so
\begin{equation}
\langle p^4\rangle=\int|p^2\psi|^2d^3r=4\langle r^{-2}\rangle-4\langle r^{-1}\rangle+1=5 .
\end{equation}
The density at the nucleus is $1/\pi$. Moving the left $p_i$ in $W$ onto $\psi^*$ gives
\begin{equation}
\langle W\rangle=\int\frac{|\nabla\psi|^2+|\partial_r\psi|^2}{r}\,d^3r ,
\label{W}
\end{equation}
and here $\nabla\psi=-\mathbf n\psi$, so $\langle W\rangle=2\langle r^{-1}\rangle=2$. The three terms of \eqref{Delta} are
\begin{equation}
\langle\Delta\rangle_{1s}=\frac{\alpha^2}{M}\Big(\frac{15}{8}-1-1\Big)=-\frac{\alpha^2}{8M}.
\end{equation}
With $\alpha^2=5.3251354\times10^{-5}$ and $M=m_p/m_e=1836.152673$,
\begin{equation}
\frac{\alpha^2}{M}=2.900159\times10^{-8}\,E_h,\qquad \langle\Delta\rangle_{1s}=-3.6252\times10^{-9}\,E_h .
\end{equation}
One hartree is $6.57968\times10^{9}$ MHz, so this is $-23.85$ MHz.

The replacement itself shifts the level by $(\mu-1)c^2(f-1)$ relative to a fixed nucleus, with $\mu=0.9994556794$. The Bohr part, $(1-\mu)/2=2.7216\times10^{-4}\,E_h$, is correct. By \eqref{expand} the $\zeta^4$ part of $c^2(f-1)$ is $-\alpha^2/8$, so the predicted relativistic recoil shift is $(1-\mu)\alpha^2/8=+3.623\times10^{-9}\,E_h$. Because $1-\mu=\mu/M$, this equals $+\alpha^2/8M$ to first order in $1/M$, and $\langle\Delta\rangle_{1s}$ cancels it. The difference between 3.623 and 3.625 is the factor $\mu$, an effect of order $1/M^2$ that lies outside the calculation.

\section{The general statement}

For a point nucleus, without radiative and hyperfine terms, to first order in $m/M$ and through $\zeta^4$, every bound level has
\begin{equation}
E_{\rm bind}=\mu c^2(f-1)-\frac{(Z\alpha)^4m^2c^2}{8Mn^4}.
\label{result}
\end{equation}
The replacement $m\to\mu$ is right for the Bohr term and for the dependence on $j$; it misses a shift that depends on $n$ alone.

The proof needs four hydrogenic averages, with $m=1$. The radial function $u=rR$ obeys $-\frac12u''+V_lu=Eu$, $V_l=l(l+1)/2r^2-Z/r$, $E=-Z^2/2n^2$, $n=n_r+l+1$. The Hellmann--Feynman theorem applied to $Z$ gives $-\langle r^{-1}\rangle=-Z/n^2$; applied to $l$ as a continuous parameter at fixed $n_r$ it gives $(l+\frac12)\langle r^{-2}\rangle=Z^2/n^3$. Multiplying the radial equation by $2u'$ and integrating, with $2uu'=(u^2)'$ integrated by parts and $V_lu^2\to0$ at both ends, gives $\frac12u'(0)^2=\langle V_l'\rangle=Z\langle r^{-2}\rangle-l(l+1)\langle r^{-3}\rangle$. For $l=0$ this yields $u'(0)^2=4Z^3/n^3$ and $|\psi(0)|^2=u'(0)^2/4\pi$; for $l>0$ the left side vanishes. With $h=l+\frac12$,
\begin{align}
&\langle r^{-1}\rangle=\frac{Z}{n^2},\qquad \langle r^{-2}\rangle=\frac{Z^2}{n^3h},\qquad |\psi(0)|^2=\frac{Z^3\delta_{l0}}{\pi n^3},\nonumber\\
&l(l+1)\langle r^{-3}\rangle=\frac{Z^3}{n^3h}(1-\delta_{l0}),
\end{align}
where the centrifugal term is absent for $l=0$. Then $p^2\psi=2(E+Z/r)\psi$ gives
\begin{equation}
\langle p^4\rangle=4\big[E^2+2EZ\langle r^{-1}\rangle+Z^2\langle r^{-2}\rangle\big]=Z^4\Big[\frac{1-4}{n^4}+\frac{4}{n^3h}\Big].
\end{equation}
In \eqref{W}, the angular integral gives $|\partial_r\psi|^2\to|\nabla\psi|^2-l(l+1)|\psi|^2/r^2$. The identity $2|\nabla\psi|^2=\nabla^2|\psi|^2+\psi^*p^2\psi+\psi\,p^2\psi^*$, divided by $r$ and integrated, together with $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, gives $2\int|\nabla\psi|^2r^{-1}d^3r=2\langle r^{-1}p^2\rangle-4\pi|\psi(0)|^2$. Here $\langle r^{-1}p^2\rangle=2E\langle r^{-1}\rangle+2Z\langle r^{-2}\rangle=Z^3(2/n^3h-1/n^4)$. Therefore
\begin{align}
\langle W\rangle&=Z^3\Big[\frac{4}{n^3h}-\frac{2}{n^4}-\frac{4\delta_{l0}}{n^3}-\frac{1-\delta_{l0}}{n^3h}\Big]\nonumber\\
&=Z^3\Big[\frac{3}{n^3h}-\frac{2}{n^4}-\frac{2\delta_{l0}}{n^3}\Big],
\end{align}
because $\delta_{l0}/h=2\delta_{l0}$. The three terms of \eqref{Delta} add to
\begin{equation}
\langle\Delta\rangle=\frac{Z^4\alpha^2}{M}\Big[\Big(\frac{3}{2n^3h}-\frac{9}{8n^4}\Big)-\frac{\delta_{l0}}{n^3}+\Big(\frac1{n^4}-\frac{3}{2n^3h}+\frac{\delta_{l0}}{n^3}\Big)\Big].
\end{equation}
The $1/h$ terms cancel between the kinetic and magnetic pieces, the $\delta_{l0}$ terms cancel between the Darwin and magnetic pieces, and $-\frac98+1=-\frac18$ remains. With $Z^4\alpha^2=\zeta^4c^2$ this is \eqref{result}. The average is the same for all $l$ and $j$ of a shell, and states of different $l$ but equal $j$ have opposite parity and do not mix, so at this order the fine-structure intervals scale with $\mu$ and $2s_{1/2}$ stays degenerate with $2p_{1/2}$. For $n=2$, $Z=1$, in units of $\alpha^2/M$, the pieces are $0.3046875-0.125-0.1875$ for $2s$ and $0.0546875+0-0.0625$ for $2p$; both sums are $-1/128$.

Both cancellations require the magnetic field of the nucleus. Without $\mathbf A$ the $W$ term is absent and the spin--orbit terms leave $-Z\,\mathbf L\cdot\mathbf s/Mc^2r^3$. In the same units the $1s$ value would be $\frac{15}8-1=+\frac78$. The $2s$ value would be $0.3047-0.125=0.1797$, and the $2p_{1/2}$ value, with $\mathbf L\cdot\mathbf s=-1$ and $\langle r^{-3}\rangle=1/24$, would be $0.0547+1/24=0.0964$, so the two levels would split.

\section{The same term from Dirac states}

The result does not depend on the Pauli reduction. Adding the kinetic energy of the nucleus and the coupling $c\boldsymbol\alpha\cdot\mathbf A/c$ to $H=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U$, $U=-Z/r$, gives the perturbation
\begin{equation}
H_M=\frac{1}{2M}\Big[p^2-\frac{\zeta}{r}\big(\boldsymbol\alpha+(\boldsymbol\alpha\cdot\mathbf n)\mathbf n\big)\cdot\mathbf p\Big].
\end{equation}
Since $-\zeta c^2/r=cU$, its average obeys $2Mc^2\langle H_M\rangle=c^2\langle p^2\rangle+\langle Uc\boldsymbol\alpha\cdot\mathbf p\rangle+X$ with $X=\langle Uc(\boldsymbol\alpha\cdot\mathbf n)(\mathbf n\cdot\mathbf p)\rangle$. The eigenvalue equation reads $c\boldsymbol\alpha\cdot\mathbf p\,\psi=(\varepsilon-\beta c^2-U)\psi$, and $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$, $\beta^2=1$, so
\begin{align}
c^2\langle p^2\rangle&=\varepsilon^2+c^4+\langle U^2\rangle-2\varepsilon c^2\langle\beta\rangle-2\varepsilon\langle U\rangle+2c^2\langle\beta U\rangle,\\
\langle Uc\boldsymbol\alpha\cdot\mathbf p\rangle&=\varepsilon\langle U\rangle-c^2\langle\beta U\rangle-\langle U^2\rangle .
\end{align}
Write $\psi=(g\Omega_\kappa,\,i\tilde f\,\Omega_{-\kappa})$ with $G=rg$, $F=r\tilde f$ real. The spinor harmonics obey $\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\pm\kappa}=-\Omega_{\mp\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$, and $\boldsymbol\sigma\cdot\mathbf p=-i\boldsymbol\sigma\cdot\mathbf n(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. The lower and upper rows of the Dirac equation become
\begin{equation}
G'+\frac{\kappa G}{r}=\frac{\varepsilon+c^2-U}{c}F,\qquad F'-\frac{\kappa F}{r}=-\frac{\varepsilon-c^2-U}{c}G .
\label{radial}
\end{equation}
With $\mathbf n\cdot\mathbf p=-i\partial_r$, the operator $(\boldsymbol\alpha\cdot\mathbf n)(\mathbf n\cdot\mathbf p)$ turns $\psi$ into $(-\tilde f'\Omega_\kappa,\,ig'\Omega_{-\kappa})$. Contraction with $\psi^\dagger$ gives $\tilde fg'-g\tilde f'=(FG'-GF')/r^2$. Define $P=G^2+F^2$, $Q=G^2-F^2$, $S=GF$ and $P_s=\int P\,r^{-s}dr$, and likewise $Q_s$, $S_s$. By \eqref{radial}, $c(FG'-GF')=-2c\kappa S/r+(\varepsilon-U)P-c^2Q$, and $Q$ is the density of $\beta$, so
\begin{equation}
X=2\kappa ZcS_2+\varepsilon\langle U\rangle-\langle U^2\rangle-c^2\langle\beta U\rangle .
\end{equation}
In the sum, $\varepsilon\langle U\rangle$ appears with weight $-2+1+1=0$, $c^2\langle\beta U\rangle$ with $2-1-1=0$, and $\langle U^2\rangle=Z^2P_2=Zc\,\zeta P_2$ with $1-1-1=-1$:
\begin{equation}
2Mc^2\langle H_M\rangle=\varepsilon^2+c^4-2\varepsilon c^2\langle\beta\rangle+Zc\,(2\kappa S_2-\zeta P_2).
\end{equation}
The last bracket vanishes. Equations \eqref{radial} give
\begin{align}
P'&=-2\kappa Q/r+4cS,\nonumber\\
Q'&=-2\kappa P/r+4\varepsilon S/c+4\zeta S/r,\nonumber\\
S'&=cP-\varepsilon Q/c-\zeta Q/r .
\end{align}
Near the origin $P,Q,S\sim r^{2\gamma}$, so for $\gamma>\frac12$ all boundary terms below vanish. Integrating the first two lines gives $\kappa Q_1=2cS_0$ and $\kappa P_1=2\varepsilon S_0/c+2\zeta S_1$, hence $cP_1-\varepsilon Q_1/c=2c\zeta S_1/\kappa$. Integrating the first and third lines with weight $1/r$, where $\int P'r^{-1}dr=P_2$ by parts, gives $P_2=4cS_1-2\kappa Q_2$ and $S_2=cP_1-\varepsilon Q_1/c-\zeta Q_2=2c\zeta S_1/\kappa-\zeta Q_2$. Thus $2\kappa S_2=\zeta(4cS_1-2\kappa Q_2)=\zeta P_2$. The Hellmann--Feynman theorem in the mass gives $\langle\beta\rangle=\partial\varepsilon/\partial(mc^2)=f$, because $f$ does not depend on $m$. With $\varepsilon=c^2f$, and $1-f^2=-2(f-1)-(f-1)^2$,
\begin{equation}
\langle H_M\rangle=\frac{c^2(1-f^2)}{2M}=-\frac{c^2(f-1)}{M}-\frac{c^2(f-1)^2}{2M}.
\label{dirac}
\end{equation}
The first piece is the shift given by the replacement, since $\mu\simeq1-1/M$. The second is the missing term: $f-1\simeq-\zeta^2/2n^2$ turns it into $-\zeta^4c^2/8Mn^4$. For $1s$, $f=\sqrt{1-\zeta^2}$ and $\langle H_M\rangle=Z^2/2M$, the Bohr shift alone, as the counter-example found.

The missing term is minus the square of the binding energy over $2Mc^2$, which is why it depends only on $n$ at leading order. It has a kinematic form. Squaring the total energy $E=Mc^2+mc^2f+m^2c^2(1-f^2)/2M$ gives $E^2=(M^2+m^2)c^4+2Mc^2\varepsilon+O(1/M)$, the relation between the centre-of-mass energy of two particles and the energy $\varepsilon$ of one of them in the rest frame of the other.

Equation \eqref{dirac} is the exact average of $H_M$ in Dirac--Coulomb states with $\gamma>\frac12$ (for $1s$ at smaller $\gamma$ the average diverges at the origin), but $H_M$ contains the unretarded field and is the full recoil correction only through $\zeta^4$. For hydrogen $1s$ the second piece, evaluated with the exact $f$, is $-3.6253\times10^{-9}\,E_h$ against $-3.6252\times10^{-9}\,E_h$; the difference is the factor $1+\zeta^2/2$ in $(f-1)^2$, a $\zeta^6$ effect smaller than terms already dropped.

\section{Size in hydrogen and range of validity}

Dividing $\alpha^2/M=190.8213$ MHz by $-8n^4$ gives
\begin{align}
n=1:&\quad-3.6252\times10^{-9}\,E_h=-23.85\ \text{MHz},\nonumber\\
n=2:&\quad-2.2657\times10^{-10}\,E_h=-1.491\ \text{MHz},\nonumber\\
n=3:&\quad-4.4756\times10^{-11}\,E_h=-0.294\ \text{MHz}.
\end{align}
The lower level of the $1s$--$2s$ transition drops more than the upper, so the interval grows by $\frac{15}{16}\times23.85=22.36$ MHz. The interval from the replacement, $\mu c^2(f_{2s}-f_{1s})=0.3748005\,E_h=2.46607\times10^9$ MHz, is therefore too small by $9.1\times10^{-9}$ of itself on account of this term.

Equation \eqref{result} is not the complete level energy. Radiative shifts and the finite size of the proton are separate contributions. In hydrogen the radiative shifts are far larger than the missing term and of opposite sign: they raise $1s$ by about 8 GHz and $2s$ by about 1 GHz, lift the $2s_{1/2}$--$2p_{1/2}$ degeneracy, and leave the interval from the replacement about 7 GHz above the measured $1s$--$2s$ value. The next recoil order, $\zeta^5m^2c^2/M$, has the scale $\alpha^3/\pi M=6.7\times10^{-11}\,E_h=0.44$ MHz in hydrogen, times a coefficient that is not derived here. For $1s$ the known coefficient, due to Salpeter, is about 5.4, which raises the level by about 2.4 MHz, a tenth of the missing term. For $ns$ levels this order falls as $n^{-3}$ and the missing term as $n^{-4}$, so the ratio grows with $n$: about 0.23 for $2s$, 0.35 for $3s$, and above one near $n=9$. Terms of second order in $1/M$ have the scale of the missing term times $m/M=5.4\times10^{-4}$, about $2\times10^{-12}\,E_h$ for $n=1$, times a coefficient of a few units that is not derived here. The figures beyond the second in the values above therefore evaluate the formula and are not fixed by the model. The prefactors $m^2/M$ and $\mu^2/(m+M)$ differ only at that order, so the present calculation cannot choose between them. The spin of the nucleus also matters there, because a spin-$\frac12$ nucleus has a Darwin term of its own proportional to $1/M^2$. The result fails when the masses are comparable, as in positronium, where all powers of $m/M$ must be kept in $\delta H$, and when $Z\alpha$ is not small, where the retarded field makes corrections of relative order $\zeta$ that neither \eqref{true} nor $H_M$ contains.
